\section*{Model dielectric function and static Coulomb hole of silicon}

\section*{Question}

Silicon is replaced by a uniform, isotropic medium with the valence density $n$ of the crystal. Its static screening is described by the Cappellini--Bechstedt model
\begin{equation}
\epsilon(q)=1+\frac{1}{D(q)},\qquad
D(q)=\frac{1}{\epsilon_0-1}+Bq^2+Cq^4,
\label{model}
\end{equation}
\begin{equation}
B=\frac{\alpha}{q_{\rm TF}^2},\quad C=\frac{1}{4\omega_p^2},\quad
\omega_p^2=4\pi n,\quad k_F=(3\pi^2n)^{1/3},\quad q_{\rm TF}^2=\frac{4k_F}{\pi}.
\end{equation}
Hartree atomic units are used, with $v(q)=4\pi/q^2$ and $f(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}f(\mathbf q)$.

Data: the cubic cell has edge $10.2631$ bohr and holds eight atoms with four valence electrons each. Take the rounded input $\epsilon_0=12$ and the model parameter $\alpha=1.563$, treated here as a given input.

\section*{(a) Parameters and long wavelengths}

\textit{Evaluate the parameters. Find $\epsilon(q)$ to order $q^2$ and state where the expansion is useful.}

\medskip
\noindent\textbf{Answer.} The density is $n=32/10.2631^3=0.02960$ bohr$^{-3}$. Hence
\begin{align}
\omega_p&=\sqrt{4\pi n}=0.6099\ \text{hartree}, & k_F&=0.9570\ \text{bohr}^{-1},\\
q_{\rm TF}&=\sqrt{4k_F/\pi}=1.1039\ \text{bohr}^{-1}, & B&=1.2827\ \text{bohr}^2,
\end{align}
and $C=0.6721$ bohr$^4$.

At small $q$ the quartic term is dropped, and $1/(1+x)=1-x+\dots$ gives
\begin{equation}
\frac1{D}=\frac{\epsilon_0-1}{1+(\epsilon_0-1)Bq^2+\dots}
=(\epsilon_0-1)-(\epsilon_0-1)^2Bq^2+\dots
\end{equation}
Therefore
\begin{equation}
\epsilon(q)=\epsilon_0-(\epsilon_0-1)^2\frac{\alpha q^2}{q_{\rm TF}^2}+O(q^4).
\end{equation}
The limit is finite, as it must be for an insulator. The coefficient of $-q^2$ is $155.2$ bohr$^2$. The expansion requires $(\epsilon_0-1)Bq^2\ll1$, that is $q\ll0.27$ bohr$^{-1}$. At $q=0.10$ bohr$^{-1}$ it gives $10.4$, against the model value $10.6$.

\section*{(b) The Thomas--Fermi limit}

\textit{Derive the small-$q$ static dielectric function of free electrons in the random-phase approximation. Under what conditions does the model reproduce it? Is there a range of $q$ in silicon where the $q^2$ term of $D$ dominates?}

\medskip
\noindent\textbf{Answer.} With a factor 2 for spin and occupations $f_{\mathbf k}$, second-order perturbation theory gives the static response
\begin{equation}
\chi_0(q)=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},
\qquad \varepsilon_{\mathbf k}=\frac{k^2}{2}.
\end{equation}
In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$. It becomes equal to the first, so that, as a principal value,
\begin{equation}
\chi_0(q)=-4\int\!\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}}{q^2/2+\mathbf k\cdot\mathbf q}.
\label{chi}
\end{equation}
With $\mathbf k\cdot\mathbf q=kqx$, the angular integral is
\begin{equation}
\int_{-1}^{1}\frac{dx}{q^2/2+kqx}=\frac{1}{kq}\ln\left|\frac{q+2k}{q-2k}\right| .
\end{equation}
The prefactor is $4\cdot2\pi/(2\pi)^3=1/\pi^2$, and hence
\begin{equation}
\chi_0(q)=-\frac{1}{\pi^2q}\int_0^{k_F}k\ln\left|\frac{q+2k}{q-2k}\right|dk .
\end{equation}
For $k\gg q$ the logarithm tends to $q/k$, so the integrand tends to $q$ and the integral to $qk_F$. The region $k\sim q$ has width of order $q$ and an integrand of order $q$, so it can change the integral at most at order $q^2$, which is negligible beside $qk_F$. (The order-$q^2$ pieces in fact cancel, and the first correction to the integral is $-q^3/(12k_F)$.) Thus $\chi_0\to-k_F/\pi^2$ and
\begin{equation}
\epsilon_{\rm RPA}-1=-v\chi_0\to\frac{4k_F}{\pi q^2}=\frac{q_{\rm TF}^2}{q^2}.
\end{equation}

In the model, $\epsilon_0\to\infty$ must be taken first; otherwise $q\to0$ returns $\epsilon_0$. Then $D\to Bq^2$ and
\begin{equation}
\epsilon-1\to\frac{q_{\rm TF}^2}{\alpha q^2}.
\end{equation}
This has the Thomas--Fermi form, but it equals the free-electron result only for $\alpha=1$. With $\alpha=1.563$ the model gives $0.64$ of the free-electron value of $\epsilon-1$.

For finite $\epsilon_0$, the share of the $q^2$ term in $D$ is
\begin{equation}
\frac{Bq^2}{D}=\frac{B}{B+\dfrac{1}{(\epsilon_0-1)q^2}+Cq^2}
\le\frac{B}{B+2\sqrt{C/(\epsilon_0-1)}},
\end{equation}
because the sum of two positive numbers is at least twice the square root of their product. Equality holds when they are equal, at $q^4=1/[(\epsilon_0-1)C]$. For silicon the largest share is
\begin{equation}
\frac{1.2827}{1.2827+2\sqrt{0.6721/11}}=0.722
\quad\text{at}\quad q=0.606\ \text{bohr}^{-1}.
\end{equation}
The other terms thus make up at least $1-0.722=0.278$ of $D$ at every $q$: there is no clean Thomas--Fermi range.

\section*{(c) The free-particle limit}

\textit{Find the leading large-$q$ behaviour of the model and of the free-electron response, and compare the first corrections.}

\medskip
\noindent\textbf{Answer.} In (\ref{chi}) put $y=2\mathbf k\cdot\mathbf q/q^2$, which is small when $q\gg k_F$:
\begin{equation}
\frac{1}{q^2/2+\mathbf k\cdot\mathbf q}=\frac{2}{q^2}(1-y+y^2-\dots).
\end{equation}
The average of $y$ over the Fermi sphere vanishes. Since $\langle k^2\rangle=3k_F^2/5$ and the angular average of $x^2$ is $1/3$,
\begin{equation}
\langle y^2\rangle=\frac{4}{q^2}\cdot\frac13\cdot\frac{3k_F^2}{5}=\frac{4k_F^2}{5q^2}.
\end{equation}
With $2\int d^3k\,f_{\mathbf k}/(2\pi)^3=n$ this gives
\begin{align}
\chi_0&=-\frac{4n}{q^2}\left(1+\frac{4k_F^2}{5q^2}+\dots\right),\\
\epsilon_{\rm RPA}-1&=\frac{16\pi n}{q^4}(1+\dots)
=\frac{4\omega_p^2}{q^4}\left(1+\frac{4k_F^2}{5q^2}+\dots\right).
\end{align}
The leading term contains only the density and the recoil energy $q^2/2$ of an electron initially at rest.

In the model $Cq^4$ dominates $D$, so
\begin{equation}
\epsilon-1=\frac{1}{Cq^4}\left(1+\frac{B}{Cq^2}+\dots\right)^{-1}
=\frac{4\omega_p^2}{q^4}\left(1-\frac{4\alpha\omega_p^2}{q_{\rm TF}^2q^2}+\dots\right).
\end{equation}
The leading terms agree. The corrections have opposite signs: their coefficients of $1/q^2$ are $-1.91$ bohr$^{-2}$ in the model and $+0.73$ bohr$^{-2}$ for free electrons. At $q=4$ bohr$^{-1}$, accordingly, the model value $\epsilon-1=0.0052$ lies below the leading term $0.0058$, and the free-electron value $0.0061$ lies above it.

\section*{(d) From the self-energy to a radial integral}

\textit{The screening part of the interaction and the GW correlation self-energy have the pole forms (infinitesimals omitted, $w_s$ real)}
\begin{align}
W_p(\mathbf r,\mathbf r';\omega)&=\sum_s w_s(\mathbf r)w_s(\mathbf r')\frac{2\omega_s}{\omega^2-\omega_s^2},\\
\Sigma_c(\mathbf r,\mathbf r';\omega)&=\sum_{n,s}\phi_n(\mathbf r)\phi_n^*(\mathbf r')
\frac{w_s(\mathbf r)w_s(\mathbf r')}{\omega-\varepsilon_n\pm\omega_s},
\end{align}
\textit{with the upper sign for occupied and the lower for empty states. Isolate the Coulomb hole, take its static limit, and reduce it to a one-dimensional integral for the uniform medium.}

\medskip
\noindent\textbf{Answer.} Let $x=\omega-\varepsilon_n$. For occupied states use
\begin{equation}
\frac{1}{x+\omega_s}=\frac{1}{x-\omega_s}-\frac{2\omega_s}{x^2-\omega_s^2},
\end{equation}
which follows by putting the right side over the common denominator: $(x+\omega_s-2\omega_s)/(x^2-\omega_s^2)=1/(x+\omega_s)$. The last term yields $-\phi_n\phi_n^*W_p(\omega-\varepsilon_n)$. Added to the bare exchange $-\phi_n\phi_n^*v$, it forms screened exchange. The remaining term has the same form for occupied and empty states and is the Coulomb hole:
\begin{equation}
\Sigma_{\rm COH}(\mathbf r,\mathbf r';\omega)=\sum_{n,s}\phi_n(\mathbf r)\phi_n^*(\mathbf r')
\frac{w_s(\mathbf r)w_s(\mathbf r')}{\omega-\varepsilon_n-\omega_s}.
\label{coh}
\end{equation}
The static approximation neglects $\omega-\varepsilon_n$ beside $\omega_s$. The sum over $n$ then gives $\delta(\mathbf r-\mathbf r')$ by completeness. Because $W_p(0)=-2\sum_sw_sw_s/\omega_s$,
\begin{equation}
\Sigma_{\rm COH}=-\delta(\mathbf r-\mathbf r')\sum_s\frac{w_s(\mathbf r)^2}{\omega_s}
=\tfrac12\,\delta(\mathbf r-\mathbf r')\,W_p(\mathbf r,\mathbf r;0).
\end{equation}

The factor $\tfrac12$ is that of a polarization energy. A fixed charge coupled with strength $g$ to one oscillator of frequency $\Omega$ has
\begin{equation}
\Omega b^\dagger b+g(b+b^\dagger)
=\Omega\left(b^\dagger+\frac g\Omega\right)\left(b+\frac g\Omega\right)-\frac{g^2}{\Omega}.
\end{equation}
Its energy shift $-g^2/\Omega$ is half the induced interaction $-2g^2/\Omega$; the other half is spent on deforming the medium.

In the uniform medium $W_p(q;0)=v(q)[1/\epsilon(q)-1]$, so $\Sigma_{\rm COH}=E_{\rm COH}\,\delta(\mathbf r-\mathbf r')$ with
\begin{equation}
E_{\rm COH}=\frac12\int_0^\infty\!\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{4\pi}{q^2}\left(\frac1\epsilon-1\right)
=-\frac1\pi\int_0^\infty\!\left(1-\frac1{\epsilon(q)}\right)dq .
\label{radial}
\end{equation}
The expectation value is $E_{\rm COH}$ in every normalized state. In this model the static hole therefore moves all bands together and leaves the gap unchanged. This is a property of the uniform medium only. In the crystal, local fields make $W_p(\mathbf r,\mathbf r;0)$ depend on position, and the static hole is deeper for the bond-centred states at the top of the valence band than for those at the bottom of the conduction band, by more than 1 eV in silicon.

\section*{(e) The integral and its value}

\textit{Evaluate $E_{\rm COH}$ in closed form and for silicon. Discuss its sensitivity to $\epsilon_0$ and $\alpha$, and estimate the error of stopping the integral at a large $Q$.}

\medskip
\noindent\textbf{Answer.} From $\epsilon=(D+1)/D$,
\begin{equation}
1-\frac1\epsilon=\frac{1}{1+D}=\frac{1}{A+Bq^2+Cq^4},\qquad
A=1+\frac{1}{\epsilon_0-1}=\frac{\epsilon_0}{\epsilon_0-1}.
\label{loss}
\end{equation}
Let $I$ be the integral of (\ref{loss}) over $q>0$, and let $s^4=A/C$. Substitute $q=s^2/p$, with $dq=-s^2dp/p^2$; the minus sign restores the order of the limits. Since $A=Cs^4$, the denominator becomes $s^4(A+Bp^2+Cp^4)/p^4$, and
\begin{equation}
I=\int_0^\infty\frac{p^2/s^2}{A+Bp^2+Cp^4}\,dp .
\end{equation}
Averaging the two forms of $I$ and dividing numerator and denominator by $q^2$ gives
\begin{equation}
I=\frac{1}{2s^2}\int_0^\infty\frac{1+s^2/q^2}{C(q^2+s^4/q^2)+B}\,dq .
\end{equation}
Now set $u=q-s^2/q$, which rises from $-\infty$ to $\infty$. Then $du=(1+s^2/q^2)dq$ and $q^2+s^4/q^2=u^2+2s^2$, so
\begin{equation}
I=\frac{1}{2s^2}\int_{-\infty}^{\infty}\frac{du}{Cu^2+B+2Cs^2}
=\frac{\pi}{2s^2\sqrt{C(B+2Cs^2)}} .
\end{equation}
With $s^2\sqrt C=\sqrt A$ and $2Cs^2=2\sqrt{AC}=\sqrt A/\omega_p$,
\begin{equation}
E_{\rm COH}=-\frac I\pi=-\frac12\left[A\left(\frac{\alpha}{q_{\rm TF}^2}+\frac{\sqrt A}{\omega_p}\right)\right]^{-1/2}.
\label{result}
\end{equation}

As a limiting case, take $A=\alpha=1$ and drop the $q^4$ term, which removes $\sqrt A/\omega_p$. Then $E_{\rm COH}=-q_{\rm TF}/2$. This agrees with the Yukawa interaction, for which $\frac12(e^{-q_{\rm TF}r}-1)/r\to-q_{\rm TF}/2$ as $r\to0$.

For silicon $A=12/11=1.0909$ and $\sqrt A/\omega_p=1.0445/0.6099=1.7125$, so
\begin{equation}
E_{\rm COH}=-\frac{1}{2\sqrt{1.0909\,(1.2827+1.7125)}}=-0.2766\ \text{hartree}=-7.53\ \text{eV}.
\end{equation}
Direct quadrature of the defining integral agrees, as the numerical check shows. The digits belong to the model, not to the material. Static RPA screening of the crystal with empirical-pseudopotential bands is stronger than the model for $q\gtrsim0.5$ bohr$^{-1}$ and gives roughly $-8.7$ eV for the state-independent part of the hole. The free-electron (Lindhard) function at the same density gives $-0.374$ hartree.

Letting $\epsilon_0\to\infty$ at fixed density gives $-0.2925$ hartree, which is 6\% deeper than the silicon value. The change is small because the integrand is multiplied by
\begin{equation}
\frac{A+Bq^2+Cq^4}{1+Bq^2+Cq^4}\le A,
\end{equation}
an increase of at most 9\%. Setting $\alpha=1$ at $\epsilon_0=12$ gives $-0.3008$ hartree, 9\% deeper. Half of the integral comes from $q<0.52$ bohr$^{-1}$.

At large $q$ the integrand tends to $4\omega_p^2/q^4$, so a cutoff omits a magnitude of about
\begin{equation}
\frac1\pi\int_Q^\infty\frac{4\omega_p^2}{q^4}dq=\frac{4\omega_p^2}{3\pi Q^3}.
\end{equation}
At $Q=10$ bohr$^{-1}$ this is $1.58\times10^{-4}$ hartree. The actual omission is $1.56\times10^{-4}$ hartree, or 0.06\% of $|E_{\rm COH}|$.

\section*{(f) The hole in real space}

\textit{Find the charge density induced by a fixed unit charge in silicon. Obtain its total charge and recover $E_{\rm COH}$ from it.}

\medskip
\noindent\textbf{Answer.} Poisson's equation, $W_p=4\pi\rho/q^2$, gives $\rho(q)=1/\epsilon-1=-1/(A+Bq^2+Cq^4)$. Here $B^2=1.65$ is smaller than $4AC=2.93$ (both in bohr$^4$), so the roots in $q^2$ are complex. Write
\begin{equation}
A+Bq^2+Cq^4=C(q^2+\kappa^2)(q^2+\kappa^{*2}),\qquad \kappa=a+ib,\quad a,b>0 .
\end{equation}
Comparing coefficients gives $2(a^2-b^2)=B/C$ and $(a^2+b^2)^2=A/C$, hence
\begin{equation}
a^2=\frac12\left(\sqrt{\frac AC}+\frac{B}{2C}\right),\qquad
b^2=\frac12\left(\sqrt{\frac AC}-\frac{B}{2C}\right).
\end{equation}
Partial fractions, with $\kappa^{*2}-\kappa^2=-4iab$, give
\begin{equation}
\frac{1}{(q^2+\kappa^2)(q^2+\kappa^{*2})}
=\frac{1}{-4iab}\left(\frac{1}{q^2+\kappa^2}-\frac{1}{q^2+\kappa^{*2}}\right).
\end{equation}
The transform of $1/(q^2+\kappa^2)$ is $e^{-\kappa r}/(4\pi r)$, and $e^{-\kappa r}-e^{-\kappa^*r}=-2ie^{-ar}\sin br$. Therefore
\begin{equation}
\rho(r)=-\frac{e^{-ar}\sin br}{8\pi abC\,r}.
\end{equation}
The total charge is $\rho(q=0)=-1/A=-(1-1/\epsilon_0)=-0.917$. An insulator screens incompletely; in a large finite sample the compensating charge $+0.917$ sits at the surface.

The potential at the origin is
\begin{equation}
\int_0^\infty\!4\pi r\rho\,dr=-\frac{1}{2abC}\int_0^\infty\!e^{-ar}\sin br\,dr
=-\frac{1}{2aC(a^2+b^2)} .
\end{equation}
Insert $C(a^2+b^2)=\sqrt{AC}$ and $2a=\sqrt{(B+2\sqrt{AC})/C}$. The result is $-[A(B+2\sqrt{AC})]^{-1/2}=2E_{\rm COH}$, in agreement with (\ref{result}).

For silicon $a=1.056$ and $b=0.400$ bohr$^{-1}$. The charge first changes sign at $\pi/b=7.9$ bohr, where $e^{-ar}$ has fallen to about $2.5\times10^{-4}$. The ratio of induced charge to potential defines a radius $0.917/0.553=1.66$ bohr. A sphere with the bond length $4.44$ bohr as radius encloses 93\% of the net induced charge. The hole is thus of atomic size, where the crystal density is not uniform. This limits the uniform model, which also omits local fields.

\section*{(g) The cost of the static step}

\textit{Let $W_p$ have one pole for each $q$, $W_p(q,\omega)=v\,\omega_p^2/(\omega^2-\omega_q^2)$. For an electron at $\mathbf k=0$ with free-electron intermediate states, estimate the error of neglecting $\omega-\varepsilon_n$.}

\medskip
\noindent\textbf{Answer.} The static limit fixes the pole: $1-1/\epsilon(q)=\omega_p^2/\omega_q^2$. Comparison with the pole form in (d) gives the squared coupling $w_q^2=v\omega_p^2/(2\omega_q)$. At $\omega=\varepsilon_{\mathbf k=0}=0$ the intermediate state has energy $q^2/2$, and each term of (\ref{coh}) becomes
\begin{equation}
-\frac{w_q^2}{\omega_q+q^2/2}
=-\frac v2\left(1-\frac1\epsilon\right)\frac{\omega_q}{\omega_q+q^2/2}.
\end{equation}
The integrand of (\ref{radial}) thus acquires the last factor. It is below 1 for every $q>0$, so for this state the static hole is too deep. At large $q$, $1-1/\epsilon\to4\omega_p^2/q^4$ gives $\omega_q\to q^2/2$, and the factor tends to $\frac12$: the medium cannot follow the recoiling electron as it would a fixed charge.

Numerically the hole with recoil is $-0.226$ hartree ($-6.1$ eV), which is $0.82$ of the static value. Relative to the result with recoil, the static hole is 22\% too deep. This estimate concerns one state, one pole per $q$ and the Coulomb-hole term alone; it is not a GW quasiparticle energy for silicon. For $\mathbf k\neq0$ the denominator becomes $\omega_q+q^2/2+\mathbf k\cdot\mathbf q$ and the error shrinks: the ratio is $0.89$ at $k=k_F$ and $0.97$ at $1.3k_F$. The single pole matters as well: for the free-electron gas at this density the ratio at $\mathbf k=0$ is $0.75$ with one pole and $0.70$ with the full RPA spectrum.

\section*{Numbers as computed}
\begin{verbatim}
lattice parameter              10.2631 bohr
valence density n              0.02960 bohr^-3
density parameter r_s          2.0054 bohr
input eps0                     12.0 (dimensionless)
input alpha                    1.563 (dimensionless)
plasma frequency wp            0.6099 hartree
Fermi wave number kF           0.9570 bohr^-1
Thomas-Fermi wave number qTF   1.1039 bohr^-1
A                              1.0909 (dimensionless)
B                              1.2827 bohr^2
C                              0.6721 bohr^4
small-q coefficient of -q^2    155.21 bohr^2
q (bohr^-1)   eps model   eps Lindhard (dimensionless)
    0.10       10.6336      122.7376
    0.25        6.7569       20.3845
    0.50        3.2046        5.7615
    1.00        1.4888        2.1007
    2.00        1.0626        1.1267
    4.00        1.0052        1.0061
(eps-1) model/Lindhard, eps0=inf, q=0.02 bohr^-1: 0.6397
largest share of q^2 term in D 0.7218 (dimensionless)
  reached at q                 0.6065 bohr^-1
next order, model,    q=40     -1.9064 bohr^-2
next order, Lindhard, q=40     0.7334 bohr^-2
E_COH closed form              -0.276604 hartree
E_COH numerical integral       -0.276604 hartree
E_COH closed form              -7.527 eV
half of integral below q       0.5249 bohr^-1
E_COH with eps0 = infinity     -0.292485 hartree
E_COH with alpha = 1           -0.300774 hartree
cutoff error at Q=10 bohr^-1   1.561e-04 hartree
  leading estimate             1.579e-04 hartree
decay constant a               1.0555 bohr^-1
oscillation constant b         0.3998 bohr^-1
first sign change of charge    7.857 bohr
induced / inserted charge      -0.916667 (dimensionless)
induced potential at origin    -0.553208 hartree
hole radius 1/<1/r>            1.6570 bohr
silicon bond length            4.4441 bohr
hole charge share inside bond  0.9331 (dimensionless)
hole with recoil, k=0          -0.225898 hartree
recoil / static                0.8167 (dimensionless)
\end{verbatim}
